# Fatigue can remove switching without removing local polarization

In a Landau model, a ferroelectric film can lose 60 % of its switched charge while its local spontaneous polarization stays intact everywhere outside the domain walls. In the example below the switched charge falls from 100 to 40 µC/cm², yet the root-mean-square remanent polarization remains 50 µC/cm² if the damaged regions lack nuclei, and rises to 54.4 µC/cm² if they are held by a bias field of 0.9 times the intrinsic switching limit. The same fall also occurs when polarization is truly lost. The switched charge alone does not tell these cases apart, because it averages the difference between two remanent states and not the size of the polarization in either.

## What the pulses measure

Let $P$ be the polarization along the film normal, positive for "up". A negative pulse first sets the film. Two equal positive pulses follow. After each of the three pulses the film waits at zero field. The charge of a pulse is counted per area, from the zero-field state just before the pulse to its end at full field.

Write $P_-$ for the local remanent polarization after the negative pulse, $P_+$ for that after a positive pulse, $P_{\rm peak}$ for the value at the end of a positive pulse, and $\langle\cdot\rangle$ for the area average. The polarization charges are

$$Q_1=\langle P_{\rm peak}-P_-\rangle,\qquad Q_2=\langle P_{\rm peak}-P_+\rangle ,$$

provided both pulses reach the same average peak state. Subtraction removes the peak term, and with it the dielectric response:

$$\Delta P\equiv Q_1-Q_2=\langle P_+-P_-\rangle. \qquad (1)$$

The vacuum charge $\varepsilon_0E$ is equal in both pulses and cancels too. A region with $P_+=P_-$ adds nothing to $\Delta P$, however large $|P_+|$ is.

## The counter-example

**Model.** The film consists of regions side by side between ideal electrodes, all under the same applied field $E$. There is no series dead layer, no leakage and no thermal activation, and domain walls cannot enter a region from its neighbours. With lateral coordinate $x$ and a local bias field $E_b$ from defects, the free energy density is

$$f=-\tfrac a2P^2+\tfrac b4P^4+\tfrac\kappa2(\partial_xP)^2-(E+E_b)P .$$

Relaxation down the energy gradient, with friction coefficient $\Gamma$, gives

$$\Gamma\,\partial_tP=aP-bP^3+\kappa\,\partial_x^2P+E+E_b .$$

At zero field the uniform stable states are $\pm P_0$ with $P_0=\sqrt{a/b}$. Put $P=P_0p$ and divide by $aP_0$. Since $bP_0^3=aP_0$, measuring length in $\xi=\sqrt{\kappa/a}$, time in $\tau=\Gamma/a$ and field in $aP_0$ leaves

$$p_t=p-p^3+p_{xx}+e+e_b. \qquad (2)$$

The parameters are round model values: $P_0=50$ µC/cm² and $a=4\times10^8$ V m/C, so the field unit is $4\times10^8\times0.5$ V/m $=200$ MV/m.

**The intrinsic limit.** Take a uniform region without bias, in the down state, under a field $e>0$. Equilibrium requires $p-p^3=-e$. On the down branch, $p<-1/\sqrt3$, the lower bound of $p-p^3$ is its value at $p=-1/\sqrt3$:

$$-\frac1{\sqrt3}+\frac1{3\sqrt3}=-\frac2{3\sqrt3}.$$

The down state therefore survives as long as $e$ does not exceed

$$e_c=\frac{2}{3\sqrt3}\approx0.385, \qquad (3)$$

which is 77.0 MV/m here. Integration of the uniform equation confirms that the region stays down at $0.98\,e_c$ and switches at $1.02\,e_c$.

**Healthy regions switch below the limit.** A healthy region contains a frozen up embryo at its left edge and a down embryo at its right edge. Under a positive field the up domain grows from the left. To find its speed, write the uniform force with its three roots $p_l<p_m<p_u$:

$$p-p^3+e=-(p-p_l)(p-p_m)(p-p_u),\qquad p_l+p_m+p_u=0 .$$

The sum vanishes because the cubic has no quadratic term. A moving front $p=q(z)$, $z=x-vt$, obeys $-vq'=q''+q-q^3+e$. Try

$$q'=k(q-p_u)(q-p_l),\quad k>0,$$

which is negative between the outer roots, as a front with "up" on the left requires. Differentiating once more,

$$q''=k(2q-p_u-p_l)\,q'=k^2(2q-p_u-p_l)(q-p_u)(q-p_l).$$

Every term of the front equation now carries the factor $(q-p_u)(q-p_l)$. Dividing by it gives

$$-vk=k^2(2q-p_u-p_l)-q+p_m .$$

The terms in $q$ cancel if $k^2=\tfrac12$. With $p_u+p_l=-p_m$ the constants give $-vk=\tfrac12p_m+p_m=\tfrac32p_m$, hence

$$v=-\frac{3p_m}{\sqrt2}. \qquad (4)$$

For $0<e<e_c$ the middle root is negative, so the up domain advances.

The weak drive is $0.6\,e_c$, or 46.2 MV/m. There $p_m=-0.2458$ and $v=3\times0.2458/\sqrt2=0.521\,\xi/\tau$. The simulated front moves at 0.519, which is 0.4 % below the formula. A region $56\,\xi$ wide is crossed in about $107\,\tau$, well within the pulse of $160\,\tau$. Strips of $8\,\xi$ at each edge, where walls stay close to the embryos during the pulses and waits used here, are left out of all averages. A fully healthy film then gives $\Delta P=2P_0=100$ µC/cm². The strips hold the walls, where $P$ passes through zero. An electrode would count them, which lowers $\Delta P$ and the mean of $P^2$ in regions with embryos but not in regions without them. The values and equalities below therefore refer to the region interiors.

**Inhibited nuclei.** Remove both embryos and let the polarization have zero slope at the edges. A uniform region then stays uniform. Start it up, at $p=1$, and apply a field $-h$ with $0<h<e_c$:

$$p_t=p-p^3-h .$$

At $p=1$ the right side is $-h<0$, so $p$ falls. It approaches the largest root of $p-p^3=h$, which lies above $1/\sqrt3$, and cannot cross it because a root is a point of rest. When the field is removed, $p$ lies between 0 and 1, where $p-p^3>0$, so it returns towards 1. The region responds elastically and keeps its orientation. At weak drive the local polarization bends down to 42.7 µC/cm² and recovers to 50. Its $P_+$ and $P_-$ are equal.

**Pinned regions.** Keep the embryos, but add a bias of magnitude $0.9\,e_c$, or 69.3 MV/m. "Pinned" here means held by a uniform bias, as in imprint. The model has no trapping of walls at defects and no threshold for wall motion, so by equation (4) even a small bias would undo the opposing state in a long enough wait. For an upward bias the net field during a negative weak pulse is $69.3-46.2=23.1$ MV/m, still upward. By equation (4) the up domain then advances, both in this pulse and in the wait after it, until its wall rests against the down embryo. A positive pulse only adds to the upward field. In the interior the polarization follows the upper root of

$$p^3-p=h_{\rm net}>0 ,$$

and a positive solution requires $p>1$. The pinned region is thus more polar than virgin material. The size of the excess depends on the bias: for a small net field $p\approx1+h_{\rm net}/2$, so a bias of 10 MV/m, the order of field at which perovskite films usually switch, would raise the remanence only to about 51.2 µC/cm². Once the favoured orientation is reached, the smallest interior polarization during an opposing weak pulse is 52.7 µC/cm², and the remanent value is 57.1 µC/cm². In the simulation these regions were started against their bias, so that the favoured orientation was reached by the dynamics and not assigned.

**Four films with one switched charge.** Three films keep 40 % healthy area. The remaining 60 % is pinned (half up, half down), inhibited (half up, half down), or nonpolar. In the nonpolar case $a$ is replaced by $-a$, which leaves a single minimum at $P=0$. In each film

$$\Delta P=0.4\times100+0.6\times0=40\ \text{µC/cm}^2 .$$

In a fourth film $a$ is reduced to $0.16a$ everywhere with $b$ unchanged, so the spontaneous polarization becomes $\sqrt{0.16}\,P_0=20$ µC/cm². Repeating the derivation of (3) with force $0.16p-p^3$ multiplies the limit field by $0.16^{3/2}=0.064$. The weak drive exceeds this limit, the film switches uniformly, and again $\Delta P=2\times20=40$ µC/cm².

The root-mean-square remanent polarizations, averaged over both remanent states, differ:

| Film | $\Delta P$, weak drive | rms $P$ | $\Delta P$, strong drive |
|---|---|---|---|
| virgin | 100 | 50.0 | 100 |
| pinned | 40 | 54.4 | 40 |
| inhibited | 40 | 50.0 | 100 |
| nonpolar | 40 | 31.6 | 40 |
| weakened | 40 | 20.0 | 40 |

All entries are in µC/cm². For the pinned film, for instance, $\sqrt{0.4\times50^2+0.6\times57.1^2}=54.4$; for the nonpolar film, $\sqrt{0.4\times50^2}=31.6$. The inference from lost charge to lost polarization fails for the second and third rows and holds for the last two.

## What a stronger drive reveals

The last column belongs to a drive of $1.5\,e_c$, or 115.5 MV/m. This exceeds the intrinsic limit, so the inhibited regions switch without embryos and the full 100 µC/cm² returns. In this model, regions that recover in this way had kept their two polar states. In a real film one must also exclude that the strong pulse itself changed the material, and a field this high may cause breakdown before the test is complete.

The converse inference is unsafe. The pinned film does not recover, although it is the most polar of all. In a pinned-down region the net field during a positive strong pulse is $115.5-69.3=46.2$ MV/m upward. This equals the weak drive on a healthy region, so a front again crosses in about $107\,\tau$ and the region reverses. When the pulse ends, the bias drives the wall back, and the simulation finds the original state restored within the wait of $100\,\tau$. The written state is not retained, but the polarization is. The outcome depends on the wait. At the bias alone $p_m=-0.421$ in magnitude-equivalent form, so equation (4) gives a speed of $0.893\,\xi/\tau$ and a return time of about $63\,\tau$. A shorter wait would leave the region partly reversed, and part of its charge would reappear in $\Delta P$.

The individual pulse charges show this reversal, which equation (1) subtracts away. At strong drive, in µC/cm²:

- healthy: $Q_1=110.7$, $Q_2=10.7$;
- pinned up: $Q_1=Q_2=8.2$;
- pinned down: $Q_1=Q_2=112.1$;
- nonpolar: $Q_1=Q_2=23.6$.

The second pulse on the whole pinned film therefore carries $0.4\times10.7+0.3\times8.2+0.3\times112.1=40.4$ µC/cm². For the nonpolar film it carries $0.4\times10.7+0.6\times23.6=18.4$ µC/cm². Both films have the same $\Delta P$, but the first has a large charge that switches and switches back. This contrast belongs to the chosen split and the chosen nonpolar stiffness. If the whole pinned area pointed up, the second positive pulse would carry only $0.4\times10.7+0.6\times8.2=9.2$ µC/cm², and the reversal would show only in negative pulses. A softer dielectric response also raises $Q_2$: the weakened film carries 24.8 µC/cm² with no back-switching. In a real film, leakage would also add to $Q_2$ and would have to be separated.

Back-switching here relies on embryos. The bias of 69.3 MV/m is below the limit of 77.0 MV/m, so a uniform region without embryos would hold either orientation at zero applied field. For such a region to contribute to $\Delta P$ each time the pulse train is repeated with amplitude $e_{\max}$, two conditions must hold. Both states must survive at zero drive, so $|e_b|<e_c$. The drive must also overcome the bias and the intrinsic limit together, so $e_{\max}-|e_b|>e_c$. Combined,

$$|e_b|<\min(e_c,\;e_{\max}-e_c).$$

At the strong drive the bound is $115.5-77.0=38.5$ MV/m. Once in its favoured orientation, a region with the present bias and no embryos would not reverse at all, yet would remain polar.

## The general statement and its proof

The following holds for any local remanences $P_\pm(\mathbf r)$, whatever mechanism produced them. Define the switching and frozen parts

$$m=\frac{P_+-P_-}2,\qquad s=\frac{P_++P_-}2 ,$$

and the mean square remanent polarization over both states,

$$M=\tfrac12\langle P_+^2+P_-^2\rangle .$$

**Statement.** If the two positive pulses reach the same average peak state, then

$$M=\left(\frac{\Delta P}2\right)^2+\big\langle(m-\langle m\rangle)^2\big\rangle+\langle s^2\rangle . \qquad (5)$$

Consequently $\sqrt M\ge|\Delta P|/2$, while $\Delta P$ by itself sets no upper bound on $M$.

**Proof.** From the definitions, $P_+=s+m$ and $P_-=s-m$. Squaring and adding, the cross terms $\pm2sm$ cancel:

$$\tfrac12(P_+^2+P_-^2)=\tfrac12\left[(s+m)^2+(s-m)^2\right]=s^2+m^2 .$$

Averaging gives $M=\langle s^2\rangle+\langle m^2\rangle$. Next,

$$\big\langle(m-\langle m\rangle)^2\big\rangle=\langle m^2\rangle-2\langle m\rangle^2+\langle m\rangle^2=\langle m^2\rangle-\langle m\rangle^2 ,$$

so $\langle m^2\rangle$ equals $\langle m\rangle^2$ plus the variance. Equation (1) gives $\langle m\rangle=\Delta P/2$, which yields (5). The last two terms of (5) are averages of squares and cannot be negative, hence the lower bound.

For the missing upper bound, let a fraction $\phi<1$ of the area switch between $\pm P_s$ and let the rest be frozen with magnitude $R$. Then

$$\Delta P=2\phi P_s,\qquad M=\phi P_s^2+(1-\phi)R^2 .$$

Changing $R$ changes $M$ without changing $\Delta P$. ∎

A real material limits $R$, but that limit is information beyond the switched charge. With $R=P_s=P_0$ one has $M=P_0^2$ for every $\phi$. Even in the limit $\phi\to0$, where the switched charge vanishes altogether, the film can be fully polar.

Equation (5) sorts the four films. In units of (µC/cm²)², the three terms are:

- weakened: $400+0+0=400$;
- nonpolar: $400+600+0=1000$;
- inhibited: $400+600+1500=2500$;
- pinned: $400+600+1960=2960$, rounded to three figures.

The first term is $(40/2)^2$ in every case. The value 600 is $0.4\times50^2-20^2$, the unevenness of switching. The last term is the frozen polarization, $0.6\times50^2$ or $0.6\times57.1^2$. The weakened film attains the lower bound, since it switches uniformly and has no frozen part.

## What would establish a loss

A fall of $\Delta P$ does imply a smaller local polarization if it is known independently that the whole area still switches symmetrically, so that $s=0$ and $P_\pm=\pm m$ with $m\ge0$ everywhere. Then $\Delta P/2=\langle m\rangle$ is the mean local magnitude. Without that knowledge, a quantity that does not cancel between up and down regions, such as $P^2$, can help. If $M$ falls below $P_0^2$, some area must have $|P|<P_0$ in at least one remanent state. This alone does not prove damage: domain walls present at remanence lower $M$ too, and so does a bias on a region that still switches.

An unchanged $M$ is weaker evidence, because pinned regions can mask nonpolar ones. Each unit of pinned area adds $57.1^2-50^2\approx760$ to $M$, and each unit of nonpolar area removes 2500. At this bias a nonpolar area of about $760/2500=0.30$ times the pinned area would go unnoticed; at a bias of 10 MV/m the ratio would be only about 0.05. Local maps of $|P|$ avoid this cancellation.

A probe that averages $P$ itself can mislead in another way. With equal pinned areas up and down, $\langle s\rangle=0$ although $\langle s^2\rangle$ is large. If the whole pinned area points up, the loop recorded by such a probe is displaced along the polarization axis; at zero field the displacement is $0.6\times57.1=34.3$ µC/cm². A charge measurement gives only changes of $P$, so it does not show this offset by itself. That displacement shows that $\langle s\rangle\ne0$. Frozen regions can cause it, but so can biased regions that still switch between unequal remanences. Its absence does not exclude frozen regions.

The assumptions also mark where other causes enter. A series dead layer would lower the field in the ferroelectric during a pulse and leave a depolarizing field after it. Either effect could reduce $\Delta P$ with no change in the regions themselves. Thermal activation would let inhibited regions nucleate in longer pulses, so "inhibited" refers to a given pulse length as well as a given field. A wall entering from a healthy neighbour would act as an embryo and sweep an inhibited region. Equation (5) survives all of these as long as $P_\pm$ are the actual local remanences and the measured charge difference obeys (1). The numerical output gives the simulated values; the others follow from the roots of the cubic force.

## Table of computed values

```
Virgin spontaneous polarization P0: 50.0 uC/cm^2
Landau coefficient a: 4.00e+08 V m/C
Damaged area fraction: 0.60
Intrinsic limit field: 77.0 MV/m
Weak drive: 46.2 MV/m
Pinning bias: 69.3 MV/m
Strong drive: 115.5 MV/m
Region width: 56 xi; uncounted strip per edge: 8 xi
Pulse length: 160 tau; wait: 100 tau
Middle root p_m at weak drive: -0.2458
Front speed, formula: 0.5214 xi/tau
Front speed, simulated: 0.5192 xi/tau
Time to cross a region: 107 tau
Smallest local |P| during the weak pulse train:
  pinned region: 52.7 uC/cm^2
  inhibited region: 42.7 uC/cm^2
Remanent |P| of a pinned region: 57.1 uC/cm^2
Film: switched charge at weak drive, at strong drive,
  rms remanent P after weak drive, lower bound on it (all uC/cm^2)
  virgin      100.0  100.0   50.0   50.0
  pinned       40.0   40.0   54.4   20.0
  inhibited    40.0  100.0   50.0   20.0
  nonpolar     40.0   40.0   31.6   20.0
  weakened     40.0   40.0   20.0   20.0
Charge of first and second + pulse at strong drive (uC/cm^2):
  healthy       110.7   10.7
  pinned up       8.2    8.2
  pinned down   112.1  112.1
  nonpolar       23.6   23.6
Loop offset if all pinned area is up: 34.3 uC/cm^2
```
